# Maximum Potential Shift from Charged Defects near a Metal Gate

## Problem

A metal gate lies against a high-permittivity oxide. Close to the interface, the oxide contains a sheet of $10^{13}$ defects per square centimetre, which is $N=1.0\times10^{-3}$ Å$^{-2}$. Each defect can be neutral or carry one elementary charge of either sign. The sheet is a distance $d=3$ Å from the plane on which the metal's screening charge sits, and the relative permittivity between sheet and metal is $\kappa=4$.

By how much, at most, can these defects shift the potential in the oxide beyond the sheet, measured from the metal? Could such a shift account for strong Fermi-level pinning, in which the interface dipole offsets work-function differences of about 1 eV between gate metals?

The algebra uses atomic units, so the potential of a unit charge at distance $R$ in the dielectric is $1/(\kappa R)$. The metal fills $z<0$ and its potential is zero. The symbol $\phi$ denotes the electrostatic potential, which is also the energy of a unit positive charge; an electron has energy $-\phi$. Numbers are in eV and Å, for which the unit of charge squared is $14.40$ eV Å.

## A tempting solution

Take all defects positive. A charge $+1$ at height $d$ above a metal has an image $-1$ at depth $d$ below the surface. The two form a dipole of length $2d$. A layer of $N$ parallel dipoles per unit area, each of moment $p$, produces a potential step $4\pi Np/\kappa$. With $p=2d$ the step is

$$
\Delta_{\text{wrong}}=\frac{4\pi N(2d)}{\kappa}
=\frac{180.95\times0.0010\times6}{4}\ \text{eV}\approx0.27\ \text{eV},
$$

where $180.95$ eV Å is $4\pi$ times $14.40$ eV Å.

The image construction is legitimate and so is the formula for the dipole layer. The result is nevertheless too large by a factor of two.

## Where the fault lies

The step $4\pi Np/\kappa$ is the potential difference between the two far sides of a double layer when dielectric fills all space. In the image construction, one of those sides is the region $z<0$. There the construction describes a fictitious dielectric containing a fictitious charge, whereas the real region is metal at potential zero.

The fictitious potential is odd in $z$, because reflection in the plane $z=0$ exchanges the charge with its opposite. If its value far to the right is $+\Delta$, its value far to the left is $-\Delta$. The full step is therefore $2\Delta$. The metal's potential is the value at the midplane, $z=0$, so the shift relative to the metal is $\Delta$, half the full step.

Equivalently, the point image is not where the countercharge resides. The real countercharge is on the metal surface, at distance $d$ from the defects, as the following calculation shows.

## Correct solution

### The countercharge of one defect

Place a charge $+1$ at height $d$ on the $z$ axis, and let $\rho$ be the lateral distance from that axis. For $z\ge0$,

$$
\phi(\rho,z)=\frac1\kappa\left(\frac1{R_-}-\frac1{R_+}\right),
\qquad R_\mp=\sqrt{\rho^2+(z\mp d)^2}.
$$

The first term has the required source in the oxide. The second has no source there, and it makes $\phi$ vanish at $z=0$, where $R_-=R_+$. Both boundary conditions are met, so this is the potential in the oxide.

The surface charge follows from the normal derivative. Since

$$
\frac{\partial}{\partial z}\frac1{R_\mp}=-\frac{z\mp d}{R_\mp^3},
$$

at $z=0$, with $s=\sqrt{\rho^2+d^2}$, we have

$$
\left.\frac{\partial\phi}{\partial z}\right|_{0}
=\frac1\kappa\left(\frac{d}{s^3}+\frac{d}{s^3}\right)
=\frac{2d}{\kappa s^3}.
$$

The field is $E_z=-\partial\phi/\partial z$, and the field inside the metal is zero. Gauss's law for the free charge on the surface is $\kappa E_z=4\pi\sigma$, so

$$
\sigma(\rho)=-\frac{d}{2\pi s^3}.
$$

Its integral over the surface is

$$
\int_0^\infty2\pi\rho\,\sigma\,d\rho
=-d\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^{3/2}}
=-d\left[-\frac1{\sqrt{\rho^2+d^2}}\right]_0^\infty=-1.
$$

The whole countercharge of the defect lies on the plane $z=0$.

### The average over the sheet

Suppose first that every defect has charge $+1$. In the lateral average of the total potential, each defect contributes the integral of its own $\phi$ over the plane, wherever it sits in the sheet. With $N$ defects per unit area,

$$
\bar\phi(z)=N\int_0^\infty2\pi\rho\,\phi(\rho,z)\,d\rho.
$$

Because $\int\rho\,d\rho/R_\mp=R_\mp$, this becomes

$$
\bar\phi(z)=\frac{2\pi N}{\kappa}\Big[R_--R_+\Big]_{\rho=0}^{\rho=\infty}.
$$

At the upper limit, each term diverges but the difference vanishes:

$$
R_--R_+=\frac{R_-^2-R_+^2}{R_-+R_+}=\frac{-4zd}{R_-+R_+}\to0.
$$

At the lower limit the difference is $|z-d|-|z+d|$, and it enters with a minus sign. Hence

$$
\bar\phi(z)=\frac{2\pi N}{\kappa}\big(|z+d|-|z-d|\big)
=\begin{cases}4\pi Nz/\kappa,&0\le z\le d,\\[2pt]4\pi Nd/\kappa,&z\ge d.\end{cases}
$$

The average potential rises linearly from the metal to the sheet and is constant beyond it. The shift is

$$
\boxed{\Delta=\frac{4\pi Nd}{\kappa}}
$$

or $eNd/(\varepsilon_0\kappa)$ in SI units, as a voltage. This is the potential difference across a parallel-plate capacitor whose plates are the sheet and the metal surface. It vanishes as $d\to0$, where the countercharge lies on top of the defects.

### The number

The average gradient between metal and sheet is

$$
\frac{4\pi N}{\kappa}=\frac{180.95\times0.0010}{4}\ \text{eV/Å}=0.0452\ \text{eV/Å}.
$$

Over 3 Å this gives

$$
\Delta=0.0452\times3\ \text{eV}\approx0.14\ \text{eV},
$$

or about $0.0050$ hartree. For comparisons below, the unrounded model value is $0.1357$ eV; the inputs do not justify that precision as a prediction for a real interface.

Positive defects raise $\phi$ beyond the sheet and so lower electron energies there by $\Delta$ relative to the metal's Fermi level. The effective work function of the gate falls by the same amount. Negative defects raise it.

If 3 Å were instead the distance from a defect to its point image, the defect would be 1.5 Å from the surface, and the shift would be $0.068$ eV. The problem as stated gives the distance to the real screening charge, so $0.14$ eV is the answer here.

## In what sense this is a maximum

### Charge states

Let defect $i$ have charge $q_i=-1$, $0$ or $+1$. Potentials add, so over an area $A$ containing $NA$ defects the averaged shift is

$$
\bar\phi=\frac{4\pi d}{\kappa}\,\frac1A\sum_i q_i,
\qquad
\left|\sum_iq_i\right|\le\sum_i|q_i|\le NA.
$$

It follows that $|\bar\phi|\le\Delta$. Equality requires every defect to be charged, and all with the same sign. For a repeating cell of four defects there are $3^4=81$ assignments of charge. Direct summation of their potentials finds two that reach the maximum: all positive and all negative.

### A second electrode

The calculation so far puts all the countercharge on the gate. In a gate stack, some of it may reside on the other side of the oxide. Let a further layer of thickness $L$ and permittivity $\kappa_2$ separate the sheet from a second electrode, also at potential zero, and let $V$ be the average potential at the sheet.

The potential falls from $V$ to zero on both sides. The displacement $\kappa E_z$ is $-\kappa V/d$ on the gate side, pointing toward the gate, and $+\kappa_2V/L$ on the far side. Gauss's law sets the jump across the sheet to $4\pi N$:

$$
\frac{\kappa_2V}{L}-\left(-\frac{\kappa V}{d}\right)=4\pi N.
$$

Solving for $V$ and taking out the factor $4\pi Nd/\kappa$ gives

$$
V=\frac{4\pi N}{\kappa/d+\kappa_2/L}
=\frac{\Delta}{1+\kappa_2d/(\kappa L)}<\Delta.
$$

For a model outer layer with $L=30$ Å and $\kappa_2=20$,

$$
\frac{\kappa_2d}{\kappa L}=\frac{20\times3}{4\times30}=0.5,
\qquad V=\frac{0.1357}{1.5}\ \text{eV}=0.0905\ \text{eV}.
$$

The outer layer is ten times thicker than the inner one, yet the second electrode takes a third of the countercharge, because the outer permittivity is five times larger.

At flat band, the bias is chosen so that no field exists in the outer layer. All the countercharge is then on the gate, and the potential beyond the sheet is $\Delta$ whatever the value of $\kappa_2$. A numerical solution of Poisson's equation confirms this for $\kappa_2=4$ and $20$. A stronger bias could raise the potential at the sheet further, but it would do so by adding charge to the gate beyond the countercharge of the defects. That part belongs to the applied field and is not a shift caused by the defects.

## The average and the local potential

The quantity bounded above is a lateral average. The potential at a point has no such bound, since it diverges at a point charge. The average describes the oxide beyond the sheet if the lateral variation dies out there.

To see how fast it does so, arrange the defects on a square lattice of spacing $a=N^{-1/2}=31.6$ Å, and take $\kappa=4$ on both sides of the sheet. A different permittivity beyond the sheet would change the local values below, but neither the exponential decay nor the flat-band average. Consider a lateral Fourier component with wave vector $\mathbf G\ne0$ and magnitude $G$. Away from a unit charge, the component of $1/R$ obeys Laplace's equation, so it has the form $c\,e^{-G|h|}$ at vertical distance $h$. The charge requires its slope to jump by $-4\pi$ at $h=0$. The jump is $-2Gc$, which gives $c=2\pi/G$. Adding the charge and its image, with density $N$, gives for $z>d$

$$
\phi_{\mathbf G}(z)=\frac{2\pi N}{\kappa G}\left(e^{-G(z-d)}-e^{-G(z+d)}\right)
=\frac{4\pi N}{\kappa G}\sinh(Gd)\,e^{-Gz}
=\Delta\,\frac{\sinh(Gd)}{Gd}\,e^{-Gz}.
$$

As $G\to0$ this tends to $\Delta$, in agreement with the average.

The slowest decay belongs to the four shortest wave vectors, with $G=2\pi/a$ and decay length $1/G=5.03$ Å. Directly above a defect they add in phase. At height $z=a$, where $Gz=2\pi$ and $Gd=3/5.03=0.596$, their sum relative to $\Delta$ is

$$
4\,\frac{\sinh(0.596)}{0.596}\,e^{-2\pi}\approx4\times1.06\times0.00187\approx0.008.
$$

The ripple is thus about 0.8% of the shift, or $0.0011$ eV. Above the centre of a lattice square the same four terms sum to the opposite value. Half the difference between the two positions therefore isolates this ripple, apart from much smaller higher harmonics, and direct summation over charges and images gives the same $0.0011$ eV. At height $2a$ the direct sum has settled to $0.1357$ eV.

This rapid decay relies on the regular arrangement. Disordered defects also have density fluctuations of long wavelength, which die out slowly. Suppose the positions are random and independent, again with $\kappa$ on both sides. For $z\gg d$ one defect and its image give $\phi\approx2dz/[\kappa(\rho^2+z^2)^{3/2}]$, and the variance of the total potential is

$$
N\int_0^\infty2\pi\rho\,\phi^2\,d\rho=\frac{2\pi Nd^2}{\kappa^2z^2}.
$$

The standard deviation relative to $\Delta$ is therefore $a/(\sqrt{8\pi}\,z)$, or about 20% at $z=a$ and 10% at $z=2a$. The average is still $\Delta$, but the potential around it is much less uniform than above a lattice. A permittivity of 20 beyond the sheet lowers these figures only moderately, to about 16% and 9%.

The sheet plane itself looks quite different. Its average is also $0.1357$ eV, but the potential at the centre of a lattice square is $0.033$ eV, while 3 Å sideways from a defect it is $0.68$ eV. Most of the latter comes from the nearest defect and its image:

$$
\frac{14.40}{4}\left(\frac13-\frac1{\sqrt{3^2+6^2}}\right)\text{eV}
=3.60\times0.184\ \text{eV}\approx0.66\ \text{eV}.
$$

All the other defects together supply the remaining $0.02$ eV. This matters for any model in which the defects' charge shifts their own energy levels. Near a given defect of this lattice, the potential due to the others is far below the plane average, so with $\kappa=4$ on both sides, using $\Delta$ as the mutual level shift would overstate the feedback about sevenfold. The reason is that the lattice keeps the defects apart. If their positions were random and independent, the potential due to the others would average to $\Delta$, but most defects would see much less. Integrating $\phi$ over the sheet plane only out to 10 Å already gives about 70% of the average, yet only about a quarter of the defects would have a neighbour that close. The defects with such a close neighbour thus carry most of the average.

These statements depend on having $\kappa=4$ on both sides. A higher permittivity beyond the sheet spreads the potential of each defect sideways while leaving its plane integral unchanged. With $\kappa_2=20$ beyond the sheet, the other defects of the lattice supply about $0.06$ eV at a given defect, nearly half of $\Delta$. The integral out to 10 Å then gives only about 36% of the average, and for random positions a typical (median) defect sees about $0.7\Delta$ rather than $0.3\Delta$. In a high-permittivity oxide $\Delta$ therefore overstates the mutual level shift by a factor of about two or less.

For the band alignment in the oxide, $\Delta$ describes the local potential only where the lateral variation is small. Above the regular lattice, one spacing $a$ is far enough. Above random defects, several spacings are needed; in a thinner oxide $\Delta$ is still the average over the area, but the local alignment varies noticeably from place to place.

## What this means for pinning

Suppose two gate metals differ by 1 eV in work function, and the interface dipole is to cancel that difference. The dipole must then change by 1 eV from one metal to the other. If the defects can switch between neutral and one sign of charge, the largest change they can provide is $\Delta\approx0.14$ eV. If every defect can switch from $-1$ to $+1$, the range is $2\Delta\approx0.27$ eV. This equals the number from the faulty solution, but here it is the difference between two opposite charge states, not the shift from neutrality.

Setting $\Delta=1$ eV gives the density required when the defects switch between neutral and one sign:

$$
N_{1\,\text{eV}}=\frac{\kappa\,(1\ \text{eV})}{4\pi d}
\;\longrightarrow\;\frac{4\times1}{180.95\times3}\ \text{Å}^{-2}\approx0.0074\ \text{Å}^{-2},
$$

about 7.4 times the stated density, with every defect charged. Within this model, $10^{13}$ defects per square centimetre at 3 Å can contribute to pinning but cannot by themselves cancel a 1 eV difference. This holds for singly charged defects. Doubly charged ones, such as fully ionised oxygen vacancies, would double both figures, to $0.27$ and $0.54$ eV.

The conclusion depends on the ratio $d/\kappa$ as much as on $N$. Defects farther from the metal have more leverage: at fixed $N$ and $\kappa$, doubling $d$ doubles the shift. If their distances vary within a layer of uniform $\kappa$, each charge contributes in proportion to its own distance, and $d$ is replaced by the mean.

The weakest assumption is the use of a permittivity over 3 Å, a length comparable with atomic spacings. There $\kappa$ is an effective parameter for the response between defect and metal, and the position of the screening plane is equally a property of the actual interface. An uncertainty in either passes directly into $\Delta$: a value of $\kappa$ smaller by a factor of two would double the shift, and defects switching from $-2$ to $+2$ would then span about $1.1$ eV. The fields are also large: $0.0452$ eV/Å corresponds to 4.5 MV/cm, and 1 eV over 3 Å to 33 MV/cm, above the breakdown fields of thick oxide films. A linear permittivity, and hence $N_{1\,\text{eV}}$, is only indicative there. The numerical output that follows lists the main values for the sheet and the square lattice.

## Calculated quantities

```
defect density                           0.0010 per angstrom^2
same density as posed                    1.0e+13 per cm^2
distance to screening charge             3.00 angstrom
permittivity between                     4.0 (relative)
e^2/(4 pi eps0)                          14.3996 eV angstrom
4 pi times that constant                 180.951 eV angstrom
potential gradient, metal to sheet       0.04524 eV/angstrom
MAXIMUM SHIFT                            0.1357 eV
maximum shift, atomic units              0.004987 hartree
total induced surface charge             -1.00000 e
average half way to sheet (quadrature)   0.0679 eV
average in sheet plane (quadrature)      0.1357 eV
average at twice the distance            0.1357 eV
square-lattice spacing                   31.62 angstrom
ripple decay length                      5.03 angstrom
lattice sum at height 2 spacings         0.1357 eV
ripple at height 1 spacing, lattice sum  0.001076 eV
ripple at height 1 spacing, formula      0.001075 eV
ripple / maximum shift                   0.00793
sheet plane, hollow site                 0.0326 eV
sheet plane, 3 angstrom from a defect    0.6818 eV
charge patterns enumerated               81
patterns reaching the maximum            2
largest shift over patterns              0.1357 eV
shift if 3 angstrom is to point image    0.0679 eV
outer layer thickness                    30.0 angstrom
outer layer permittivity                 20.0 (relative)
sheet potential, countercharge shared    0.0905 eV
shared / maximum shift                   0.6667
flat-band shift, Poisson solution        0.1357 eV
density needed for a 1 eV shift          0.00737 per angstrom^2
that density / posed density             7.37
```
